When does a drifting circular island become unstable under electromigration?

**Question**

I am studying a single-layer island on a metal surface that carries a current. Atoms move along the island edge, pushed by a uniform electromigration force and by the edge's tendency to shorten. Edge energy and edge mobility are isotropic. I can see that a circle drifts without changing shape, and I expect that a large enough island, or a strong enough force, makes the circle unstable.

I expanded the perturbed radius in Fourier modes, but the force couples neighbouring modes, so I have an infinite matrix that is not symmetric. Keeping the second and third harmonics gives a dimensionless critical field of 12, and I don't know how far to trust it. Could the eigenvalues be complex, so that the island starts to oscillate? What should I do with the modes n = 0 and n = ±1, which have no damping? How do I know that the matrix has converged, and what island size does the answer mean for something like copper?

**Answer**

The matrix can be made symmetric, and that settles most of your questions. I start from the edge law, because the signs and the role of n = ±1 come from there.

**The edge law**

Let the x axis point along the force. Each edge atom feels a force f = |Z|E, where E is the field strength, Z the effective charge number and the elementary charge is 1. Let s be arc length, counted counterclockwise, t the unit tangent in that direction, n the outward normal, and κ the curvature, positive for a circle. Ω is the area per atom and γ the edge energy per length.

Adding an area δA to the edge changes its length by κ δA, so one atom costs the energy

μ = Ωγκ.

The driving force along the edge is f t_x − ∂μ/∂s. With edge mobility σ, the number of atoms passing a point per unit time is

J = σ(f t_x − Ωγ ∂κ/∂s).

Atoms collect where J falls along the edge, and each adds an area Ω. The outward normal speed is therefore

v_n = −Ω ∂J/∂s.

I assume that no atoms are exchanged with the terraces, that there is no noise, and that the island does not disturb the field.

For a counterclockwise curve the tangent turns inward, ∂t/∂s = −κn, so ∂t_x/∂s = −κn_x. Inserting this gives

v_n = σΩ²γ ∂²κ/∂s² + Ωσf κn_x.

Measure lengths in the island radius R and time in

τ = R⁴/(σΩ²γ).

Speeds are then multiplied by τ/R = R³/(σΩ²γ). The first term contains R⁻³ and gets the coefficient 1. The second contains R⁻¹ and gets the coefficient

χ = fR²/(Ωγ).

This is the dimensionless field, and the law reads

v_n = ∂²κ/∂s² + χκn_x.

On the unit circle κ = 1, so v_n = χn_x. That is the normal speed of a rigid shift along x with speed χ. The circle is thus a steady drifting shape for every χ. In ordinary units its speed is χR/τ = Ωσf/R, so small islands drift faster.

**Linearization**

In the frame that moves with the circle, subtract χn_x:

v_n = ∂²κ/∂s² + χ(κ − 1)n_x.

The last term shows what the force does. Where the leading edge is more curved than the circle, it runs ahead. Where the trailing edge is more curved, it moves inward.

Write r = 1 + ρ(θ,t) with small ρ, and let primes denote derivatives with respect to θ. The curvature in polar coordinates is

κ = (r² + 2r'² − r r'')/(r² + r'²)^(3/2).

To first order the numerator is 1 + 2ρ − ρ'' and the denominator is 1 + 3ρ, so

κ − 1 = −(ρ + ρ'').

Since κ − 1 is already of first order, its factors can be taken on the circle: n_x = cosθ and ∂/∂s = ∂/∂θ. Also v_n = ∂ρ/∂t to this order. Hence

∂ρ/∂t = −(∂²/∂θ² + χ cosθ)(ρ + ρ'').

Now set ρ = Σ a_n e^(inθ) and define b_n = (n² − 1)a_n. Then −(ρ + ρ'') has the coefficients b_n. Multiplication by cosθ = (e^(iθ) + e^(−iθ))/2 shifts n by one either way, so

da_n/dt = −n²b_n + (χ/2)(b_(n−1) + b_(n+1)).

**The undamped modes**

Because n² − 1 vanishes at n = ±1, b_1 = b_(−1) = 0. The lowest equations are

da_0/dt = 0,
da_1/dt = (χ/2)(−a_0 + 3a_2),
da_2/dt = −12a_2 + 4χa_3.

The first is area conservation. At fixed area a_0 = 0 to first order. If you do change a_0, you have a circle of another size, which drifts at another speed and so moves away from the origin of your frame. That is not a change of shape.

The modes n = ±1 are displacements. They are driven by the shape but do not act back on it, since a_1 is absent from the equation for a_2. For ρ = ε cos2θ, a_2 = ε/2. The displacement along x is 2a_1, and it grows at the rate 3χa_2 = 1.5χε. An island slightly elongated along the force is therefore faster than the circle by the fraction 1.5ε, at that instant.

So drop n = 0 and ±1. The modes n ≥ 2 form a closed set, and the modes n ≤ −2 form an identical one. Since ρ is real, a_(−n) is the complex conjugate of a_n. The real parts of a_n describe shapes even about the force axis and the imaginary parts describe odd shapes. Both obey the same real matrix, so each growth rate occurs once for even and once for odd shapes.

**Why the island does not start to oscillate**

On n ≥ 2 the matrix is M = AD. Here D is diagonal with the positive entries n² − 1, and A is symmetric, with −n² on the diagonal and χ/2 beside it. Then

D^(1/2) M D^(−1/2) = D^(1/2) A D^(1/2).

The right side is symmetric and has the same eigenvalues as M. They are therefore real, and instability sets in through a rate that passes zero, not through an oscillation.

The symmetric form also gives the threshold. Its largest eigenvalue is positive if some vector u gives a positive value of

uᵀD^(1/2)AD^(1/2)u = cᵀAc, with c = D^(1/2)u.

Put w_n = n c_n. The diagonal of A contributes −Σw_n², and its neighbours contribute (χ/2)wᵀTw, where T is symmetric with the nonzero entries

T(n,n+1) = T(n+1,n) = 1/[n(n+1)], n = 2, 3, …

Thus

cᵀAc = −wᵀw + (χ/2)wᵀTw.

This can be positive if (χ/2)λ_max(T) > 1, and cannot be if (χ/2)λ_max(T) < 1. The critical field is

χ_c = 2/λ_max(T).

Reversing the force changes the sign of χ. Replacing w_n by (−1)ⁿw_n restores the old expression, so the threshold is the same.

**Convergence**

With modes 2 and 3, T has the single link 1/6. Its largest eigenvalue is 1/6, and χ_c = 12, which is your number. With modes 2 to 4,

λ² = 1/36 + 1/144 = 5/144,

so χ_c = 24/√5 = 10.733. Further modes give:

modes 2 to 5: 10.65213
modes 2 to 6: 10.64936
modes 2 to 7: 10.649316

A larger truncation allows more vectors w, so λ_max cannot fall and χ_c cannot rise. Each truncated value is an upper bound.

A lower bound comes from eliminating the modes of I − (χ/2)T from the high end. The pivots are

F_n = 1 − q_n/F_(n+1), q_n = (χ/2)²/[n²(n+1)²].

For χ < 12, q_3 is below 1/4, and the later q_n are smaller still. If F_(n+1) ≥ 1/2, then F_n ≥ 1 − 2q_n > 1/2 for n ≥ 3. Start from F = 1 at a high mode and work down: all pivots from n = 3 upward in n stay above 1/2, and F_2 is the one that can vanish. The unknown effect of all modes above 7 is then confined to

1 − 2q_7 ≤ F_7 ≤ 1.

F_2 rises with F_7, so the two ends bracket the root of F_2 = 0:

10.64931517 < χ_c < 10.64931604.

With 40 as the highest mode the value is

χ_c = 10.649316.

Two tests bypass the matrix. In the first, the nonlinear edge law was differentiated numerically at the circle on 49 angular points. For χ = −6, 4 and 13, and modes up to |n| = 14, the result differed from the matrix above by at most 1.1 × 10⁻¹⁰, while the largest entries are near 4 × 10⁴. The field at which its own leading rate vanishes is 10.649316.

In the second, the nonlinear law was integrated in time from ρ = 10⁻⁵(cos2θ + 0.5 sin2θ). Between 0.3τ and 0.6τ the second harmonic changed at the rate −3.5602/τ for χ = 9 and +3.4525/τ for χ = 12. The matrix gives −3.5607/τ and +3.4530/τ.

**Weak field and threshold**

Without a force the slowest shape mode is n = 2, with rate −12/τ. A weak force changes this in second order, by way of mode 3, whose own rate is −72/τ. The two couplings are 4χ and 3χ/2, with product 6χ², and the rates differ by 60. Hence

rate × τ ≈ −12 + χ²/10.

At χ = 5 this gives −9.50, against −9.47 from the full matrix. Extended to zero rate, beyond its proper range, it gives χ = √120 = 10.95, about 3% above χ_c.

Near threshold, write the eigenvalue equation as Ab = λD⁻¹b, where λ is now the rate times τ. Let b_c be the solution at χ_c, where Ab_c = 0. Multiply the equation from the left by b_cᵀ. The only part of A that has changed is the coupling, by (χ − χ_c)/2. Since Ab_c = 0 also says that the coupling term at χ_c equals Σn²b_n², first order gives

λ = (χ/χ_c − 1) Σn²b_n² / Σ[b_n²/(n² − 1)] = 25.3(χ/χ_c − 1).

At χ = 12 this gives 3.2, against 3.45 from the matrix, so the straight line is already 7% low there.

The critical shape has the amplitudes

a_2 : a_3 : a_4 : a_5 = 1 : 0.282 : 0.054 : 0.007.

The second number can be read from the equation for a_2: at zero rate, a_3/a_2 = 12/(4χ_c) = 3/χ_c. For the even shape with a positive amplitude, all harmonics add at the front, θ = 0, and they alternate in sign at the back. The relative displacements are 1.34 and 0.77. The island is elongated along the force and sticks out more at its leading end. The opposite sign of the amplitude, and the odd shape, are equally allowed by the linear theory.

**A copper-like example**

At fixed force and material, χ grows as R², so the threshold is a critical radius:

R_c = (χ_cΩγ/f)^(1/2).

Take rough values for a copper (100) surface at 500 K: atom spacing a = 0.255 nm, Ω = a² = 0.0650 nm², γ = 0.80 eV/nm and |Z| = 20. A resistivity of 3.0 μΩ cm and a current density of 10 MA/cm² give a field of 30 V/cm. (The "x 1" after the resistivity in the numerical output is a unit factor and changes nothing.) The force is

f = 20 × 3.0 × 10⁻⁶ V/nm = 6.0 × 10⁻⁵ eV/nm,

and

R_c = [10.65 × 0.0650 × 0.80/(6.0 × 10⁻⁵)]^(1/2) nm ≈ 96 nm, or about 960 Å.

The mobility does not enter R_c, but it sets the time. The density of mobile edge atoms times their diffusion coefficient is aν exp(−E_e/kT). Here ν = 10¹³ s⁻¹ is the attempt rate, and E_e = 0.80 eV covers both the release of an atom from a kink and its hop. Dividing by kT = 0.0431 eV gives σ ≈ 5.1 × 10⁵ nm/(eV s). At R_c this means τ ≈ 14 h and a drift of about 75 nm/h.

An island of radius 1.2R_c = 115 nm has χ = 1.44χ_c = 15.3. Its disturbance grows by a factor e in 2.0 h. In that time it drifts (75/1.2) × 2.0 ≈ 125 nm, roughly its own radius. The near-threshold line would give 2.6 h, so it should not be used this far out.

**What this means for a real surface**

The closest real case is a clean copper surface carrying a current in vacuum. Copper lines in chips are covered, and free single-layer islands are not expected there. Both 10 MA/cm² and 500 K are far above normal chip operation and nearer to accelerated testing. At 1 MA/cm², with all else fixed, R_c grows by √10 to about 300 nm and τ at R_c by a factor of 100. The effective charge is poorly known; doubling it lowers R_c by a factor 0.71.

The assumption most in doubt is isotropy. If γ varies with edge direction φ as 1 + 0.02 cos4φ, the energy that resists bending, γ + d²γ/dφ², varies as 1 − 0.30 cos4φ. Putting its extremes into R_c gives factors of 0.84 and 1.14, or about 80 to 110 nm. This shows how sensitive the formula is, but it does not bound the threshold: the circle is then no longer a steady shape, even without a force, and the true threshold can lie outside this range. Real Cu(100) edges are more anisotropic than the 2% assumed here. With a kink energy near 0.13 eV, a simple model of independent kinks gives a stiffness at 500 K of about 1.6 eV/nm along close-packed edges and 0.24 eV/nm at 45° to them. The same estimate then spans about 50 to 130 nm. This span depends on the model: with nearest-neighbour bonds alone the edge energy is only about 0.5 eV/nm, not the 0.80 eV/nm used above. Adding second-neighbour bonds to reach 0.80 eV/nm at the same kink energy gives stiffnesses of about 1.8 and 0.6 eV/nm, and a span of about 80 to 150 nm. Mobility also depends on direction: a barrier difference of 0.05 eV between edge directions changes σ by exp(0.05/0.0431) = 3.2. With a direction-dependent σ, the force gives the circle the normal speed −Ωf ∂(σt_x)/∂s. In general this is not the normal speed of a rigid shift, so the circle changes shape. With either kind of anisotropy, any threshold has to be found from the new steady shape, which I have not computed, and it can depend on how the crystal is turned relative to the force. The proof that the growth rates are real does not carry over either, so oscillations are not excluded. For a faceted island, 96 nm only marks the size at which the force competes with the edge energy in the isotropic model. It is not a predicted threshold.

Atoms can also cross the terraces. A disturbance of mode n in the adatom density decays over R/n on each side of the edge. If attachment is easy from both sides, terrace relaxation relative to edge relaxation is

(2R/na) exp[−(E_t − E_e)/kT].

With E_t = 1.15 eV for releasing an adatom and moving it, this is 0.11 for n = 2 at R_c. The extra damping alone would raise R_c by about 4%; the force on terrace atoms is not included in that estimate. The ratio grows with R, so edge diffusion is a poorer model for larger islands. At the 300 nm found above for 1 MA/cm² it is already 0.35, and the extra damping alone would raise that radius to about 350 nm. These figures hang on E_t − E_e, which is known only roughly and enters exponentially. With E_t = 1.05 eV the ratio at 96 nm is 1.1, and the extra damping alone would move R_c to about 145 nm. With E_t = 0.95 eV the ratio is about 12; terrace transport then dominates and the edge-only threshold does not apply.

Other effects, with rough sizes where I can estimate them:

- **Thermal noise.** For ρ = A cos2θ at fixed area, the edge lengthens by (3π/2)RA². Equipartition then gives ⟨A²⟩ = kT/(3πγR). Without a force, the cosine and sine amplitudes each have an rms of 0.8% of R_c. Together they give an rms edge displacement of 0.8% and an rms combined amplitude of 1.1%.
- **Heating.** For a film 100 nm thick and 1 μm wide, on 100 nm of oxide and a silicon wafer, the estimated rise is 2.8 K. Edge transport speeds up by about 10%. R_c changes only through the small temperature dependence of its parameters.
- **Current disturbance.** One atomic layer is 0.2% of the film thickness, so the average field hardly changes. About one layer height from the edge, an Ohmic continuum estimate has the field component across the edge disturbed by tens of percent, while the component along the edge, which drives the atoms here, is continuous and much less affected. This is only a guide: the electron mean free path, about 20 nm here, is far longer than the layer height, so Ohm's law does not hold locally on that scale. Scattering at the edge can still make Z depend on edge direction, which the model leaves out. This need not be a small effect: like a direction-dependent mobility, it in general distorts the drifting circle and can shift the threshold. If Z varied by ±20% as cos4φ, the linear theory would give a steady second harmonic of about 4% of the radius at χ = 5, and much more near χ_c. At this size of anisotropy the linear figure is rough: the nonlinear steady shape at χ = 5 has a second harmonic between about 3% and 6%, depending on how the crystal is turned relative to the force.

The threshold concerns infinitesimal disturbances. Below χ_c the linear theory does not tell you whether a large distortion heals, and above χ_c it does not tell you whether the island settles into a new shape or splits. For that you have to follow the nonlinear edge law.

Values computed for the example and the checks

```
largest error of mode matrix: 1.1e-10 (dimensionless)
chi_c with modes 2..3: 12.00000000
chi_c with modes 2..4: 10.73312629
chi_c with modes 2..5: 10.65212602
chi_c with modes 2..6: 10.64936272
chi_c with modes 2..7: 10.64931604
chi_c with modes 2..8: 10.64931561
bracket, N = 7: 10.64931517 to 10.64931604
chi_c converged: 10.64931561
shift of chi_c, N = 20 to 40: 3.6e-15
chi_c from nonlinear edge law: 10.649316
lambda_max(T): 0.18780550
critical a_n/a_2, n=2..5: 1.0000 0.2817 0.0540 0.0074
growth-rate slope d(rate)/d(chi/chi_c): 25.275 /tau
largest rate at chi = 0: -12.0000 /tau
largest rate at chi = 5: -9.4673 /tau
largest rate at chi = 9: -3.5607 /tau
largest rate at chi = 12: 3.4530 /tau
rate from time integration, chi = 9: -3.5602 /tau
rate from time integration, chi = 12: 3.4525 /tau
temperature: 500 K; kT: 0.04309 eV
atom spacing: 0.255 nm; atom area: 0.06502 nm^2
edge energy: 0.80 eV/nm
effective charge number: 20
resistivity: 3.0 microohm cm x 1
current density: 10 MA/cm^2
electric field: 30.0 V/cm
force per edge atom: 6.00e-05 eV/nm
attempt rate: 1e+13 1/s
edge barrier: 0.80 eV
terrace barrier: 1.15 eV
edge mobility sigma: 5.112e+05 nm/(eV s)
critical radius: 96.1 nm = 961 angstrom
time unit tau at R_c: 13.70 h
drift speed at R_c: 74.7 nm/h
radius 1.2 R_c: 115.3 nm; chi: 15.335
growth time (factor e) at 1.2 R_c: 1.99 h
terrace/edge relaxation ratio, n = 2: 0.112
thermal rms of n = 2 shape / R_c: 0.0077
edge-energy anisotropy assumed: 0.02
stiffness/gamma range: 0.70 to 1.30
R_c scale factor range: 0.84 to 1.14
mobility ratio for 0.05 eV barrier difference: 3.19
film, oxide: 100, 100 nm; line width: 1000 nm
wafer: 0.5 mm; k oxide, silicon: 1.4, 100 W/(m K)
Joule heating: 2.80 K; relative rate change: 0.104
layer height / film thickness: 0.0018
```
